# Ideal tensile strength of a bonded interface from its binding energy

## Problem

Two flat crystals are joined by a direct bond. When they are pulled apart rigidly and uniformly along the normal, so that their spacing exceeds its equilibrium value by $d$, the energy per area of interface follows the universal binding-energy relation

$$E(d)=-W\left(1+\frac{d}{l}\right)e^{-d/l}.$$

The zero of energy is infinite separation. The work of separation is $W=3\ \mathrm{J/m^2}$, counted per area of interface and not per surface created, and the scaling length is $l=0.05$ nm.

(a) Show that the peak tensile stress is about 22 GPa.

(b) The adjoining wafer material is elastic, with Young modulus $E_Y=150$ GPa and Poisson ratio $\nu=0.2$. Does its stretching change the peak?

(c) How sensitive is the peak to the shape of the energy curve and to the choice of $l$?

(d) Find the failure stress if a long strip of half-width $a=1000$ nm was left unbonded.

(e) Estimate the constant stress under which a single bond of the flawless interface lasts 1 s on average at 300 K. Treat bonds as independent, each with area $A=0.1\ \mathrm{nm^2}$ and attempt rate $f=10^{13}\ \mathrm{s^{-1}}$.

## Solution

### (a) The peak stress

Count tension as positive. In a slow opening by $\mathrm{d}d$, the applied stress does work $\sigma\,\mathrm{d}d$ per area, and this work equals the gain in energy. Hence $\sigma=\mathrm{d}E/\mathrm{d}d$. The product rule gives

$$\sigma=-\frac{W}{l}e^{-d/l}+\frac{W}{l}\left(1+\frac{d}{l}\right)e^{-d/l}
=\frac{Wd}{l^2}e^{-d/l}.$$

The stress vanishes at $d=0$, as it must at equilibrium. The area under the curve is

$$\int_0^\infty\sigma\,\mathrm{d}d=E(\infty)-E(0)=0-(-W)=W.$$

For $d\ll l$ the exponential is close to one and $\sigma\approx Wd/l^2$. The interface is then a spring of stiffness $W/l^2=1200$ GPa/nm, which fixes the meaning of $l$.

Differentiating once more,

$$\frac{\mathrm{d}\sigma}{\mathrm{d}d}=\frac{W}{l^2}\left(1-\frac{d}{l}\right)e^{-d/l}.$$

This slope is positive for $d<l$ and negative for $d>l$, so the stress has its global maximum at $d=l$:

$$\sigma_{\max}=\frac{W}{e\,l},\qquad e=2.718\ldots$$

Since $1\ \mathrm{J/m^2}$ divided by 1 nm is 1 GPa,

$$\sigma_{\max}=\frac{3}{2.718\times0.05}\ \mathrm{GPa}=22.07\ \mathrm{GPa}\approx22\ \mathrm{GPa},$$

or about 138 eV/nm³. This is the required result.

Extending the initial straight line to $d=l$ would give $W/l=60$ GPa. The factor $1/e$ is the softening of the bond by the time it has opened that far. At $d=0.025$, 0.05, 0.10 and 0.15 nm the stress is 18.2, 22.1, 16.2 and 9.0 GPa. The work spent up to the peak is

$$E(l)-E(0)=W\left(1-\frac{2}{e}\right)=0.79\ \mathrm{J/m^2},$$

or 26% of $W$. Most of the work of separation is therefore done after the peak.

### (b) Elastic wafers

Let material of total thickness $h$ stretch in series with the interface, with no lateral strain, as holds for wide wafers whose outer faces are fixed to rigid grips. (If the wafers can contract freely sideways, $E_Y$ replaces the modulus $M$ below; the peak is unaffected, and the threshold thickness found below becomes 0.92 nm instead of 1.03 nm.) If $\sigma_t$ is the lateral stress, zero lateral strain requires $\sigma_t-\nu(\sigma_t+\sigma)=0$, so $\sigma_t=\nu\sigma/(1-\nu)$. The normal strain is

$$\frac{\sigma-2\nu\sigma_t}{E_Y}=\frac{\sigma}{E_Y}\,\frac{1-\nu-2\nu^2}{1-\nu}
=\frac{\sigma}{M},\qquad M=\frac{E_Y(1-\nu)}{(1+\nu)(1-2\nu)},$$

because $1-\nu-2\nu^2=(1+\nu)(1-2\nu)$. Numerically, $M=150\times0.8/(1.2\times0.6)=166.7$ GPa.

The outer faces move by $u=d+h\sigma(d)/M$, so

$$\frac{\mathrm{d}u}{\mathrm{d}d}=1+\frac{h}{M}\frac{\mathrm{d}\sigma}{\mathrm{d}d}.$$

Up to $d=l$ both terms are non-negative, and $u$ rises steadily. The interface therefore reaches its peak stress whatever the value of $h$. Stability can be lost only afterwards, where $\mathrm{d}\sigma/\mathrm{d}d=-M/h$. To find the steepest softening, differentiate again:

$$\frac{\mathrm{d}^2\sigma}{\mathrm{d}d^2}=\frac{W}{l^3}\left(\frac{d}{l}-2\right)e^{-d/l}.$$

The slope is thus lowest at $d=2l$, where it equals $-W/(e^2l^2)$. If $u$ is controlled, separation becomes a sudden jump when

$$h>\frac{e^2Ml^2}{W}=\frac{7.39\times166.7\times0.0025}{3}\ \mathrm{nm}=1.03\ \mathrm{nm}.$$

Any real wafer is far thicker. For $h=1000$ nm the jump comes at 22.07 GPa, equal to the peak within the digits given.

Elastic stretching thus changes how the bond parts, but not its peak stress. The linear treatment is strained, however: $\sigma_{\max}/M$ is a strain of 13%, at which a constant modulus is doubtful. The answer also presumes that the crystal itself can carry 22 GPa. If its atomic layers follow the same energy law with the stiffness of 667 GPa/nm used in part (c), this requires a work of separation of at least $60^2/667=5.4\ \mathrm{J/m^2}$ within the crystal. With this layer stiffness and only $3\ \mathrm{J/m^2}$ there, the crystal would part before the interface reached its peak.

### (c) Shape of the curve and choice of length

As a second curve take the Morse form $E_M=W(e^{-2bd}-2e^{-bd})$, which has the same $W$. Its curvature at $d=0$ is $W(4b^2-2b^2)=2Wb^2$. Equating this to $W/l^2$ gives $b=1/(\sqrt2\,l)$. The stress is

$$\sigma_M=2Wb\left(e^{-bd}-e^{-2bd}\right)=2Wb\,(y-y^2),\qquad y=e^{-bd}.$$

Since $y-y^2$ has its maximum $1/4$ at $y=1/2$, the peak is

$$\frac{Wb}{2}=\frac{W}{2\sqrt2\,l}=21.2\ \mathrm{GPa}.$$

At fixed $W$ and initial stiffness, this change of shape lowers the peak by 3.9% relative to part (a). This small shift is not a general bound. A Gaussian well $-We^{-d^2/(2l^2)}$, with the same $W$ and initial stiffness but a much shorter tail, has the peak $W/(\sqrt e\,l)=36.4$ GPa, which is 65% higher.

At fixed $W$ the peak scales as $1/l$, so doubling the length halves the peak. An atomic layer with a spacing of, for example, $d_0=0.25$ nm has stiffness $M/d_0=667$ GPa/nm, well below the 1200 GPa/nm implied by the given $l$. If the interface were only as stiff as such a layer, then $W/l^2=M/d_0$ and

$$l=\sqrt{\frac{Wd_0}{M}}=\sqrt{\frac{3}{667}}\ \mathrm{nm}=0.067\ \mathrm{nm}.$$

With $W$ unchanged, the peak would be 16.5 GPa, about 25% lower. The comparison depends on the layer spacing: with the same modulus, $d_0=0.139$ nm gives a layer stiffness of 1200 GPa/nm and returns the given length of 0.05 nm.

### (d) An unbonded strip

Let the strip occupy $|x|<a$ on the plane $y=0$, with remote tension $\sigma$ along $y$. It is long in $z$, so the strain along $z$ vanishes and $\sigma_{zz}=\nu(\sigma_{xx}+\sigma_{yy})$. Hooke's law then becomes

$$\varepsilon_{yy}=\frac{\sigma_{yy}-\nu'\sigma_{xx}}{E'},\qquad E'=\frac{E_Y}{1-\nu^2},\qquad \nu'=\frac{\nu}{1-\nu},$$

likewise for $\varepsilon_{xx}$ with $x$ and $y$ exchanged, and the shear strain is $2(1+\nu')\sigma_{xy}/E'$. Here $E'=150/0.96=156.2$ GPa.

With $z=x+iy$ from here on, let $Z(z)=\sigma z/\sqrt{z^2-a^2}$ and $\hat Z=\sigma\sqrt{z^2-a^2}$, so that $\hat Z'=Z$. Try the displacements

$$E'u_x=(1-\nu')\,\mathrm{Re}\,\hat Z-(1+\nu')\,y\,\mathrm{Im}\,Z,$$
$$E'u_y=2\,\mathrm{Im}\,\hat Z-(1+\nu')\,y\,\mathrm{Re}\,Z.$$

For an analytic function $F$, $\partial_y\mathrm{Re}F=-\mathrm{Im}F'$ and $\partial_y\mathrm{Im}F=\mathrm{Re}F'$. Differentiating the displacements and comparing with Hooke's law gives

$$\sigma_{yy}=\mathrm{Re}Z+y\,\mathrm{Im}Z',\quad \sigma_{xx}=\mathrm{Re}Z-y\,\mathrm{Im}Z',\quad \sigma_{xy}=-y\,\mathrm{Re}Z'.$$

These stresses are in equilibrium. Along $y$, for instance,

$$\partial_x\sigma_{xy}+\partial_y\sigma_{yy}=-y\,\mathrm{Re}Z''-\mathrm{Im}Z'+\mathrm{Im}Z'+y\,\mathrm{Re}Z''=0,$$

and along $x$ the terms are $\mathrm{Re}Z'-y\,\mathrm{Im}Z''-\mathrm{Re}Z'+y\,\mathrm{Im}Z''=0$.

On the strip $Z$ is imaginary, so its faces carry no traction. Far away $Z\to\sigma$, which is tension $\sigma$ along both $x$ and $y$. The extra uniform tension along $x$ can be subtracted without altering the opening, because its $u_y$ is proportional to $y$ and vanishes on $y=0$. On the upper face $u_y=2\sigma\sqrt{a^2-x^2}/E'$, and the lower face moves oppositely. The opening is therefore

$$\delta(x)=\frac{4\sigma}{E'}\sqrt{a^2-x^2}.$$

To close the strip again at fixed remote load, face tractions must rise linearly from 0 to $\sigma$ while the opening falls from $\delta$ to 0. The work this takes is the energy that the strip released, per length along the strip:

$$U=\frac{\sigma}{2}\int_{-a}^{a}\delta\,\mathrm{d}x
=\frac{\sigma}{2}\,\frac{4\sigma}{E'}\,\frac{\pi a^2}{2}=\frac{\pi\sigma^2a^2}{E'}.$$

The strip has width $2a$, so the release per newly opened area is $\mathrm{d}U/\mathrm{d}(2a)=\pi\sigma^2a/E'$. If separation is the only sink of energy, growth begins when this equals $W$:

$$\sigma_G=\sqrt{\frac{E'W}{\pi a}}=\sqrt{\frac{156.2\times3}{\pi\times1000}}\ \mathrm{GPa}=0.39\ \mathrm{GPa}.$$

A numerical elastic solution with the strip divided into 400 equal elements gives an energy release of $1.0025\,W$ at this load.

The failure stress is 57 times below the ideal peak, although $W$ is the same. The load is concentrated at the edges of the strip, where bonds part one row after another instead of all together. Setting $\sigma_G=\sigma_{\max}$ gives $a=0.31$ nm. This is atomic size, where continuum elasticity no longer applies, so the formula is meant for much wider flaws.

### (e) Thermal activation

Under a constant stress $s<\sigma_{\max}$, the energy of one bond, including that of the load, is $A[E(d)-sd]$. It is stationary where $\sigma(d)=s$. This happens at a minimum $d_1<l$ and at a maximum $d_2>l$. The barrier between them is

$$B(s)=A\left[E(d_2)-E(d_1)-s(d_2-d_1)\right]=A\int_{d_1}^{d_2}\left[\sigma(d)-s\right]\mathrm{d}d.$$

It falls from $AW=1.87$ eV at zero load to zero at $s=\sigma_{\max}$. Taking the escape rate as $f e^{-B/kT}$, the mean lifetime of any one bond equals $t$ when

$$B=kT\ln(ft)=0.02585\ \mathrm{eV}\times\ln10^{13}=0.774\ \mathrm{eV}.$$

Solving $B(s)=0.774$ eV numerically gives $s\approx8$ GPa, or 36% of the ideal peak. This is the stress at which a typical bond lasts 1 s; among the many bonds of a large area, the first ones open much sooner. For the first of the $N=10^{13}$ bonds in $1\ \mathrm{mm^2}$ to last 1 s on average, the barrier must be $kT\ln(Nft)=1.55$ eV, which lowers the stress to about 1.6 GPa. These are rough estimates. They depend on the shape of the energy curve: with the Gaussian well of part (c), the two stresses would be about 14 and 3.3 GPa. More seriously, they hold only for bonds that are independent, and bonds joined by elastic wafers are not. To open one patch of area $A$ (radius $r=0.18$ nm) alone, the two wafers must be deformed, and continuum elasticity gives a restoring stiffness of about $3\pi E'/(32r)\approx260$ GPa/nm. This exceeds the steepest softening of the bond, $W/(e^2l^2)=162$ GPa/nm, so a single bond has no open state and closes again. Failure of a flawless interface needs many bonds to open together. For a circular opening of radius $c$ the energy is $\pi c^2W-8s^2c^3/(3E')$, which peaks at $c=\pi E'W/(4s^2)$; at 8 GPa this is 5.8 nm, with a barrier of about 650 eV, far out of thermal reach. The values of 8 and 1.6 GPa are therefore properties of the independent-bond model, not failure stresses of a flawless bonded interface.

### Comparison with bonded wafers

A work of separation of a few J/m² is a rough value for a strong direct wafer bond after a high-temperature anneal, so $W$ lies in a realistic range. Whether the scaling length suits the assumed modulus depends on the layer spacing, as part (c) showed. Uniform, flawless contact is a further assumption, and it can fail: particles, trapped gas and roughness can leave unbonded areas. For the strip considered here, that alone lowers the model's failure stress from 22 to 0.39 GPa. The value of 22 GPa is therefore the peak of a local law between stress and opening, of use for describing the bonds at a crack edge. It is not a design strength for a bonded wafer, which also depends on the size and shape of the flaws, the loading time and the environment. Most of the values used here are collected in the numerical output.

## Table of computed values

```
Work of separation W: 3.0 J/m2
Scaling length l: 0.050 nm
Crude estimate W/l: 60.0 GPa
Stress at opening 0.025 nm: 18.20 GPa
Stress at opening 0.050 nm: 22.07 GPa
Stress at opening 0.100 nm: 16.24 GPa
Stress at opening 0.150 nm: 8.96 GPa
Stress at opening 0.250 nm: 2.02 GPa
Peak found numerically: 22.073 GPa at 0.0500 nm
Peak from W/(e l): 22.073 GPa
Peak, converted: 137.8 eV/nm3
Work spent up to the peak: 0.793 J/m2
Same as a share of W: 26.4 %
Initial interface stiffness W/l^2: 1200 GPa/nm
Young modulus: 150 GPa, Poisson ratio: 0.2
Uniaxial-strain modulus M: 166.7 GPa
Plane-strain modulus E': 156.2 GPa
Linear strain peak/M in the wafer: 13.2 %
Layer thickness where the jump sets in: 1.03 nm
Stress at the jump, layer of 1000 nm: 22.073 GPa
Half-width of unbonded strip: 1000 nm
Failure stress with that strip: 0.386 GPa
Ideal peak over that stress: 57
Numerical energy release over W: 1.0025
Half-width where both stresses agree: 0.31 nm
Temperature: 300 K, kT: 0.0259 eV
Attempt rate: 1e+13 1/s, time: 1 s
Area per bond: 0.1 nm2
Separation energy per bond: 1.87 eV
Barrier crossed in that time: 0.774 eV
Thermal failure stress, independent bonds: 7.97 GPa
Same as a share of the peak: 36 %
Peak of the matched Morse curve: 21.21 GPa
Its change from the ideal peak: -3.9 %
Ordinary layer spacing: 0.25 nm
Ordinary layer stiffness M/d0: 667 GPa/nm
Scaling length for that stiffness: 0.0671 nm
Peak for that scaling length: 16.45 GPa
```
